# The optical f-sum rule and the effective electron count of a film

## What an absorption spectrum can count

Optical measurements on a thin film give its refractive index $\nu+i\kappa$ over some range of photon energy, and hence the imaginary permittivity $\varepsilon_2=2\nu\kappa$. The spectrum may show free-carrier absorption at low energy, a broad interband feature at a few electronvolts and core absorption far above. Positions and widths of these features depend on bonding, structure and scattering. Is there nevertheless a quantity in the spectrum that depends on the number of electrons alone, and what does a measurement over a limited range say about it?

The quantity is the area under $\omega\varepsilon_2(\omega)$. For electron density $n$, charge $-e$ and mass $m$, in Gaussian units,

$$\int_0^\infty \omega\,\varepsilon_2(\omega)\,d\omega=\frac{\pi}{2}\omega_p^2=\frac{2\pi^2ne^2}{m},\qquad \omega_p^2=\frac{4\pi ne^2}{m}. \tag{1}$$

It is derived below twice, first in the complex frequency plane and then in time.

## The response and its initial value

Take a homogeneous, nonmagnetic film with a linear, local response, and fields proportional to $e^{-i\omega t}$. Let $J$ be the current density of all electrons, bound and free. Causality means that it depends on the macroscopic field $E$ at earlier times only:

$$J(t)=\int_0^\infty K(s)\,E(t-s)\,ds,\qquad \sigma(\omega)=\int_0^\infty K(t)\,e^{i\omega t}dt. \tag{2}$$

The kernel $K$ is real, and I assume that it is absolutely integrable, so currents die out after a pulse. Since $J=dP/dt=-i\omega P$, the polarization is $P=i\sigma E/\omega$. From $\varepsilon E=E+4\pi P$,

$$F(\omega)\equiv\omega[\varepsilon(\omega)-1]=4\pi i\,\sigma(\omega). \tag{3}$$

With $\sigma=\sigma_1+i\sigma_2$, the imaginary part of (3) is $\omega\varepsilon_2=4\pi\sigma_1$ and the real part is $\omega(\varepsilon_1-1)=-4\pi\sigma_2$. Because $K$ is real, $\sigma_1=\int_0^\infty K\cos\omega t\,dt$ is even in $\omega$ and $\sigma_2=\int_0^\infty K\sin\omega t\,dt$ is odd. The mean power absorbed per volume from a field of amplitude $E_0$ is $\sigma_1|E_0|^2/2$, so in a passive film $\omega\varepsilon_2\ge0$.

A conductor has $\varepsilon_2\simeq4\pi\sigma(0)/\omega$ at low frequency. The factor $\omega$ removes this divergence, and $F$ is finite at $\omega=0$.

The number of electrons enters through $K(0^+)$. Apply a field impulse $E(t)=A\,\delta(t)$. By (2), the current just afterwards is $K(0^+)A$. During the impulse each electron gains momentum $-eA$. Binding forces and forces between electrons are finite and have no time to act. The induced field gives no impulse either, because the polarization has not yet built up. Each mean velocity therefore changes by $-eA/m$, and the current density is $n(-e)(-eA/m)$:

$$K(0^+)=\frac{ne^2}{m}. \tag{4}$$

In quantum mechanics the impulse multiplies the wave function by $e^{-ieAx/\hbar}$ for each electron, which shifts its momentum by the same $-eA$. Here $m$ is the free-electron mass, not a band mass, since the lattice has not yet acted. The argument needs velocity to be momentum divided by $m$, hence nonrelativistic electrons in potentials that do not depend on velocity, and a field uniform on the atomic scale. The motion of the nuclei is neglected.

## First derivation: a contour in the frequency plane

For this derivation let $K'$ also be absolutely integrable. Then $K$ has a limit at late times, and that limit must be zero because $K$ is integrable. For complex $z$ with $\operatorname{Im}z\ge0$, integration by parts gives

$$\sigma(z)=\left[\frac{K(t)e^{izt}}{iz}\right]_{0^+}^{\infty}-\frac{1}{iz}\int_0^\infty K'(t)e^{izt}dt
=\frac{i}{z}\left[K(0^+)+\int_0^\infty K'(t)e^{izt}dt\right], \tag{5}$$

where $-1/(iz)=i/z$ was used.

The last integral vanishes as $|z|\to\infty$, uniformly over the upper half-plane. To see this, approximate $K'$ by a smooth function $g$ that vanishes near $t=0$ and at late times, with $\int|K'-g|\,dt<\delta$. Since $|e^{izt}|\le1$, the replacement costs less than $\delta$. A further integration by parts bounds the integral with $g$ by $|z|^{-1}\int|g'|\,dt$, which tends to zero. As $\delta$ is arbitrary, the claim follows.

Hence $F(z)=4\pi i\sigma(z)\to-4\pi K(0^+)/z$, or

$$\varepsilon(\omega)-1\to-\frac{4\pi K(0^+)}{\omega^2}=-\frac{\omega_p^2}{\omega^2}. \tag{6}$$

This is the free-electron response. Newton's law for a free electron, $-i\omega mv=-eE$, gives $v=-ieE/(m\omega)$ and $\sigma=-nev/E=ine^2/(m\omega)$, which is the leading term of (5) with (4). One may therefore start from the impulse argument or from free-electron behaviour at high frequency. For such kernels they are the same condition.

Causality now enters. The integral for $\sigma(z)$ runs over positive times, where $e^{izt}$ decays if $\operatorname{Im}z>0$. So $F$ is analytic in the upper half-plane, and it is continuous down to the real axis. Integrate it from $-R$ to $R$ and back along the semicircle $z=Re^{i\theta}$, with $\theta$ from $0$ to $\pi$. By Cauchy's theorem the total is zero. On the arc $dz=iz\,d\theta$, so

$$\int_{\rm arc}F\,dz\to\int_0^\pi\left(-\frac{\omega_p^2}{z}\right)iz\,d\theta=-i\pi\omega_p^2, \tag{7}$$

and the correction vanishes because the limit is uniform. The line integral must cancel the arc:

$$\lim_{R\to\infty}\int_{-R}^{R}\omega[\varepsilon(\omega)-1]\,d\omega=i\pi\omega_p^2. \tag{8}$$

The real part of the integrand is odd and drops out. The imaginary part is even and gives $2i\int_0^R\omega\varepsilon_2\,d\omega$. Dividing by $2i$ yields (1). In a passive film the integral up to $R$ never decreases, so its limit is an ordinary convergent integral.

## Second derivation: the current at time zero

Return to $\omega\varepsilon_2=4\pi\int_0^\infty K(t)\cos\omega t\,dt$. Integrating over all $\omega$ directly would require exchanging two integrals that need not converge together. A factor $e^{-\eta\omega}$ with $\eta>0$ makes the exchange legitimate, since $|K(t)|e^{-\eta\omega}$ is integrable in both variables. With

$$\int_0^\infty e^{-\eta\omega}\cos\omega t\,d\omega=\operatorname{Re}\frac{1}{\eta-it}=\frac{\eta}{\eta^2+t^2},$$

the result is

$$\int_0^\infty e^{-\eta\omega}\,\omega\varepsilon_2\,d\omega=4\pi\int_0^\infty K(t)\,\frac{\eta}{\eta^2+t^2}\,dt. \tag{9}$$

Let $\eta\to0$. The weight on the right concentrates at $t=0$. For any fixed $t_0>0$, times beyond $t_0$ contribute at most $(\eta/t_0^2)\int|K|\,dt$ to the integral, which vanishes. Choose $t_0$ so small that $K$ differs from $K(0^+)$ by less than $\delta$ below it. There the weight integrates to $\arctan(t_0/\eta)\to\pi/2$, so the limit lies within $\pi\delta/2$ of $\pi K(0^+)/2$. Since $\delta$ is arbitrary, the right side tends to

$$4\pi\cdot\frac{\pi}{2}K(0^+)=2\pi^2K(0^+). \tag{10}$$

On the left, $\omega\varepsilon_2\ge0$ and $e^{-\eta\omega}$ rises to one, so monotone convergence gives the integral without the factor. With (4), this is again (1).

The rule now has a direct reading: the total absorption area is the initial current after a unit impulse, multiplied by $2\pi^2$. Binding and scattering change the later current and so redistribute the absorption, but they do not change its area.

A check that uses no oscillator model is $K(t)=e^{-t^2/2}\cos3t$ in arbitrary units, for which $K(0^+)=1$. Numerical integration gives an area of $1.000000$ times $2\pi^2$, and the arc integral agrees with (7) to the printed digits.

## What each derivation assumes

Both derivations need linearity, causality, an integrable kernel and the initial current (4). They differ in three respects.

- **Smoothness.** The contour needs the high-frequency form on the whole arc, which was secured by an integrable $K'$. The time derivation needs only a limit of $K$ at $0^+$.
- **Passivity.** The contour gives the limit in (8) without it. The time derivation uses it to remove the factor $e^{-\eta\omega}$.
- **Use of causality.** In the first derivation it supplies analyticity. In the second it makes $K$ start at $t=0$.

The last point shows what goes wrong without causality. Suppose $K$ also had a part at negative times. Repeating (9) on both sides of $t=0$ gives the area $2\pi^2[K(0^+)+K(0^-)]$. Repeating (5) gives a high-frequency response governed by the jump $K(0^+)-K(0^-)$. The two agree only if $K(0^-)=0$.

As an example, take three ordinary oscillators per atom and one with the sign of its damping reversed, which puts its poles in the upper half-plane. In units of $n_ae^2/m$, with $n_a$ the atom density, $K(0^+)=3$ and $K(0^-)=-1$. The high-frequency response then indicates $3-(-1)=4$ electrons and the area indicates $3-1=2$. The numerical values are $4.0000$ and $2.0000$. All four oscillators here share one resonance and one damping magnitude, so the net $\varepsilon_2$ is still positive. Positive absorption and the correct high-frequency limit do not replace causality.

The free-electron limit is equally necessary. Debye relaxation, $\varepsilon-1=\Delta/(1-i\omega\tau)$, is causal, but

$$\omega\varepsilon_2=\frac{\Delta\,\omega^2\tau}{1+\omega^2\tau^2}\to\frac{\Delta}{\tau},$$

and the area diverges. Its polarization starts to relax at a finite rate the moment a field is applied, so an impulse produces an impulsive current. The model lacks inertia and fails at high frequency.

A third case is a current that never decays, $K(t)\to K_\infty\neq0$. The constant part contributes $-4\pi K_\infty/\omega^2$ to $\varepsilon$, with no absorption at any $\omega>0$. If the remainder $K-K_\infty$ is integrable, the second derivation applies to it, and the area at nonzero frequencies is $2\pi^2[K(0^+)-K_\infty]$. The missing weight sits at $\omega=0$.

## The effective electron count

Let the film contain $n_a$ atoms per volume and $Z$ electrons per atom, so $n=Zn_a$. Dividing the area up to a cut-off $\omega_c$ by the area due to one electron per atom defines

$$N_{\rm eff}(\omega_c)=\frac{m}{2\pi^2e^2n_a}\int_0^{\omega_c}\omega\varepsilon_2\,d\omega
=\frac{2}{\pi\omega_1^2}\int_0^{\omega_c}\omega\varepsilon_2\,d\omega,\qquad \omega_1^2=\frac{4\pi n_ae^2}{m}. \tag{11}$$

In a passive film $N_{\rm eff}$ never decreases, and by (1) it tends to $Z$. The limit is taken within the nonrelativistic, long-wavelength model. The atom density must be that of the film itself: if a porous film is analysed with a larger bulk density, the count is too low by the ratio of the two densities. Pores also shift absorption in energy through local fields, so the correct density restores the total $Z$ but not necessarily the partial count of the dense material at a finite cut-off.

### Why a plateau has a physical meaning

Suppose absorption is weak in a wide gap between low-energy and high-energy bands. Consider $F(z)/(z^2-\omega^2)$, with $\omega$ in the gap. The large arc no longer contributes, because the integrand falls as $|z|^{-3}$. Pass the poles at $\pm\omega$ on small semicircles above the axis. These run clockwise and each gives $-i\pi$ times the residue, so the principal-value integral equals $i\pi$ times the sum of residues:

$$P\!\int_{-\infty}^{\infty}\frac{F(x)}{x^2-\omega^2}dx=i\pi\left[\frac{F(\omega)}{2\omega}-\frac{F(-\omega)}{2\omega}\right]
=i\pi\,[\varepsilon_1(\omega)-1]. \tag{12}$$

The last step uses $F(-\omega)=-\omega[\varepsilon^*(\omega)-1]$. The imaginary part of (12) is the Kramers–Kronig relation

$$\varepsilon_1(\omega)-1=\frac{2}{\pi}P\!\int_0^\infty\frac{x\,\varepsilon_2(x)}{x^2-\omega^2}dx. \tag{13}$$

For absorption far below $\omega$, replace $1/(x^2-\omega^2)$ by $-1/\omega^2$. For absorption far above, replace it by $1/x^2$. Then

$$\varepsilon_1(\omega)\approx\varepsilon_b-\frac{\omega_1^2N_{\rm eff}(\omega)}{\omega^2},\qquad \varepsilon_b=1+\frac{2}{\pi}\int_\omega^\infty\frac{\varepsilon_2(x)}{x}dx. \tag{14}$$

In the gap, the absorption below $\omega$ thus acts on $\varepsilon_1$ like $N_{\rm eff}$ free electrons per atom. This is an effective number, which need not equal the number of electrons in the outer shells. The absorption above $\omega$ supplies a nearly constant background $\varepsilon_b$.

### Why a plateau need not be an integer

The count measures oscillator strength, and this can be shared between shells. For one electron initially in level $i$, write $\hbar\omega_{ji}=E_j-E_i$. To first order the impulse changes the state by $-(ieA/\hbar)x|i\rangle$, so the mean velocity is $-(ieA/\hbar)\langle i|v(t)x-xv(t)|i\rangle$. The relation $v=(i/\hbar)[H,x]$ gives $v_{ij}=-i\omega_{ji}x_{ij}$ and $v_{ji}=i\omega_{ji}x_{ji}$, with time factors $e^{-i\omega_{ji}t}$ and $e^{i\omega_{ji}t}$. The two terms combine into a cosine:

$$\langle v(t)\rangle=-\frac{2eA}{\hbar}\sum_j\omega_{ji}|x_{ji}|^2\cos\omega_{ji}t=-\frac{eA}{m}\sum_jf_{ij}\cos\omega_{ji}t,\qquad f_{ij}=\frac{2m\omega_{ji}|x_{ji}|^2}{\hbar}. \tag{15}$$

Just after the impulse the velocity is $-eA/m$, so $\sum_jf_{ij}=1$. Downward transitions count as negative, $f_{10}=-f_{01}$.

Now let two independent electrons of equal spin fill levels 0 and 1. The transition between these levels is blocked. The lower electron keeps strength $1-f_{01}$ and the upper one has $1-f_{10}=1+f_{01}$. In a one-dimensional quartic well, diagonalization gives $f_{01}=0.9888$, so the strengths are $0.0112$ and $1.9888$, with sum 2. This well is close to the harmonic limit $f_{01}=1$, in which one transition carries all the strength of the lowest level. It shows the mechanism by which a valence plateau can exceed the number of valence electrons while the total is unchanged, but it exaggerates the size. With local-density orbitals the transfer from the core is about $0.11$ for the two valence electrons of a magnesium atom and $0.30$ for the eight of argon.

## A metallic film with three groups of electrons

Take a model film with $n_a=5.00\times10^{22}\ \mathrm{cm^{-3}}$ and $Z=14$. Write $E=\hbar\omega$, $E_1=\hbar\omega_1$, and

$$\varepsilon(E)=1+E_1^2\sum_j\frac{N_j}{E_j^2-E^2-iE\Gamma_j}. \tag{16}$$

One conduction electron has $E_j=0$ and $\Gamma_j=0.1$ eV. Three interband electrons have 5 eV and 2 eV, and ten core electrons have 150 eV and 30 eV. The numbers $N_j$ are assigned strengths, so any Pauli transfer would already be contained in them. A single core resonance is a simplification. In a real element with $Z=14$ the two innermost electrons absorb only above 1 keV, so the count approaches $Z$ at much higher energy than in the table below.

The density gives $E_1=8.303$ eV. In energy units the sum rule predicts the area

$$\frac{\pi}{2}ZE_1^2=\frac{\pi}{2}(14)(8.303\ \mathrm{eV})^2=1516\ \mathrm{eV^2},$$

and numerical integration of $E\varepsilon_2$ gives the same value. The count grows with the cut-off as follows.

| Cut-off (eV) | $N_{\rm eff}$ |
|---:|---:|
| 1 | 0.939 |
| 10 | 3.539 |
| 40 | 3.911 |
| 150 | 8.017 |
| 1000 | 13.802 |
| 10000 | 13.981 |

At 40 eV the conduction, interband and core groups contribute $0.998+2.904+0.009=3.911$. The value is below 4 mainly because the interband absorption has a tail above the cut-off. At 150 eV the cut-off lies inside the core absorption, and the count does not correspond to a complete group.

**The upper limit.** Far above all resonances, (16) gives $E\varepsilon_2\simeq E_1^2\sum_jN_j\Gamma_j/E^2$. Integrating from $E_c$ to infinity and multiplying by $2/(\pi E_1^2)$ gives the missing count

$$Z-N_{\rm eff}(E_c)\simeq\frac{2}{\pi E_c}\sum_jN_j\Gamma_j. \tag{17}$$

Here $\sum_jN_j\Gamma_j=0.1+6+300=306.1$ eV. At 1000 eV the formula gives $0.195$, against $0.198$ by integration. At 10000 eV both give $0.0195$. This slow $1/E_c$ approach belongs to the Lorentz model and should not be used to extrapolate a measured spectrum without evidence for that form.

**The lower limit.** The conduction term has $E\varepsilon_2=E_1^2\Gamma/(E^2+\Gamma^2)$. A measurement starting at $E_a$ therefore misses

$$\frac{2}{\pi}\arctan\frac{E_a}{\Gamma} \tag{18}$$

electrons per conduction electron. For $E_a=0.5$ eV this is $(2/\pi)\arctan5=0.874$. The measured range from 0.5 to 40 eV then yields $3.036$. That number looks like a complete count of three electrons, although four respond below the core absorption. To recover the fourth from the absorption area, one needs the dc conductivity and far-infrared data, or a justified Drude extrapolation. The measured $\varepsilon_1$ offers another route: by (13), the absorption missed below $E_a$ contributes approximately $-0.874\,E_1^2/E^2$ to $\varepsilon_1$ at energies $E$ well above $E_a$. The unmeasured absorption above 40 eV also adds about $0.03$ to $\varepsilon_1$, so $E$ must be low enough for the Drude term to dominate. If that addition is ignored, the inferred count is $0.88$ at 2 eV, $0.83$ at 10 eV and $0.43$ at 30 eV. As $\Gamma\to0$, expression (18) tends to one, in agreement with the undamped case above.

**The response in the gap.** At 40 eV the absorption above the cut-off gives $\varepsilon_b=1.031$. Equation (14) yields

$$\varepsilon_1\approx1.031-\frac{(8.303)^2(3.911)}{(40)^2}=1.031-0.169=0.862.$$

The model itself gives $0.859$, as does the full relation (13). At this energy the plateau formula is in error by about 3% of the departure of $\varepsilon_1$ from one, and omitting the background would give $0.831$, an error several times larger. The agreement is partly a cancellation. Replacing the kernel by $-1/\omega^2$ understates the negative contribution from below, and replacing it by $1/x^2$ understates the positive contribution from above. At 30 eV the formula gives $0.737$ against $0.720$, about 6% of the departure, and at 60 eV it gives $0.953$ against $0.959$, about 15%. The numerical output below lists the values at 40 eV.

## Computed results

```
Non-Lorentzian kernel: sum / (2 pi^2 K(0+)) = 1.000000
Arc integral / (-4 i pi^2 K(0+)), real part = 1.00000
Quartic well: total strength from level 0 = 1.000000
Quartic well: strength of transition 0 to 1 = 0.9888
Two electrons: strength from lower level = 0.0112
Two electrons: strength from upper level = 1.9888
Quartic well: -w^2 alpha m/e^2 at w = 100 (hbar=m=1): 1.00014
Atom density = 5.00e+22 cm^-3
Plasma energy for one electron per atom = 8.3031 eV
Plasma energy for all electrons = 31.068 eV
Group conduction: 1 electrons/atom, resonance 0.0 eV, damping 0.1 eV
Group interband: 3 electrons/atom, resonance 5.0 eV, damping 2.0 eV
Group core: 10 electrons/atom, resonance 150.0 eV, damping 30.0 eV
Full integral of E*eps2 dE, numerical = 1516.116 eV^2
Sum-rule value of that integral = 1516.116 eV^2
N_eff without cut-off = 14.000000 electrons/atom
N_eff up to 1 eV = 0.9387 electrons/atom
N_eff up to 10 eV = 3.5392 electrons/atom
N_eff up to 40 eV = 3.9108 electrons/atom
N_eff up to 150 eV = 8.0165 electrons/atom
N_eff up to 1000 eV = 13.8023 electrons/atom
N_eff up to 10000 eV = 13.9805 electrons/atom
Part of N_eff(40 eV) from conduction = 0.9984 electrons/atom
Part of N_eff(40 eV) from interband = 2.9036 electrons/atom
Part of N_eff(40 eV) from core = 0.0088 electrons/atom
Count from 0.5 to 40 eV = 3.0362 electrons/atom
Drude weight missed below 0.5 eV = 0.8743 electrons/atom
Missing above 1000 eV: 0.1977, tail formula 0.1949 electrons/atom
Missing above 10000 eV: 0.0195, tail formula 0.0195 electrons/atom
eps1 at 40 eV, direct = 0.85881
eps1 at 40 eV, Kramers-Kronig = 0.85881
Background permittivity from higher absorption = 1.03097
eps1 at 40 eV, plateau formula = 0.86246
Acausal mixture: count from high-frequency limit = 4.0000
Acausal mixture: count from integral = 2.0000
Debye integral: ratio when cut-off is doubled = 2.0016
```
